# Alternating-twist graphene as decoupled bilayers, and their mixing by a field

### Three sheets

Stack three graphene sheets with the outer two parallel and exactly above one another, and turn the middle one by an angle \(\theta\). Let \(\psi_1,\psi_2,\psi_3\) be the electron amplitudes on the sheets, \(h_o\) the Hamiltonian of an outer sheet, \(h_e\) that of the middle sheet, and \(T\) the tunnelling operator from the middle sheet to an outer one. Tunnelling depends on lateral separation and on the distance between sheets, not on which sheet is above. The two interfaces are mirror images, so they share the same \(T\):

\[
E\psi_1=h_o\psi_1+T\psi_2,\quad
E\psi_2=h_e\psi_2+T^\dagger(\psi_1+\psi_3),\quad
E\psi_3=h_o\psi_3+T\psi_2. \tag{1}
\]

Define \(\psi_s=(\psi_1+\psi_3)/\sqrt2\) and \(\psi_f=(\psi_1-\psi_3)/\sqrt2\). Adding and subtracting the outer equations, and using \(\psi_1+\psi_3=\sqrt2\,\psi_s\) in the middle one, gives

\[
E\psi_s=h_o\psi_s+\sqrt2\,T\psi_2,\qquad
E\psi_2=h_e\psi_2+\sqrt2\,T^\dagger\psi_s,\qquad
E\psi_f=h_o\psi_f. \tag{2}
\]

The first two equations describe a twisted bilayer with tunnelling enhanced by \(\sqrt2\). The third is an untouched graphene sheet. The middle sheet couples to the sum of the outer amplitudes, and their difference cancels.

### Any number of sheets

Let sheets \(l=1,\dots,N\) alternate between angles \(-\theta/2\) (odd \(l\)) and \(+\theta/2\) (even \(l\)), with all odd sheets aligned, all even sheets aligned, and tunnelling between neighbours only. Grouping odd sheets before even ones,

\[
H=\begin{pmatrix}1\otimes h_o & W\otimes T\\ W^{T}\otimes T^\dagger & 1\otimes h_e\end{pmatrix}, \tag{3}
\]

where \(W_{ll'}=1\) if odd sheet \(l\) and even sheet \(l'\) are neighbours, and zero otherwise. To diagonalize the layer structure, consider a chain with unit hopping,

\[
x_{l-1}+x_{l+1}=\lambda x_l,\qquad x_0=x_{N+1}=0. \tag{4}
\]

Since \(\sin[(l-1)\phi]+\sin[(l+1)\phi]=2\cos\phi\,\sin l\phi\), the solutions are

\[
x_l^{(k)}=\sin\frac{\pi kl}{N+1},\qquad \lambda_k=2\cos\frac{\pi k}{N+1}. \tag{5}
\]

For \(k=1,\dots,\lfloor N/2\rfloor\) the eigenvalue is positive. Call the odd-sheet part of \(x^{(k)}\) \(a_k\) and the even-sheet part \(b_k\). Equation (4) then reads

\[
Wb_k=\lambda_k a_k,\qquad W^{T}a_k=\lambda_k b_k. \tag{6}
\]

Multiplying the first by \(a_k^T\) and using the second gives \(\lambda_k|a_k|^2=\lambda_k|b_k|^2\), so both parts can be normalized by the same factor. Also \(WW^Ta_k=\lambda_k^2a_k\) and \(W^TWb_k=\lambda_k^2b_k\). The \(\lambda_k^2\) are distinct, so different \(a_k\) are orthogonal, as are different \(b_k\).

There are \(\lfloor N/2\rfloor\) even sheets, so the \(b_k\) span them. For even \(N\) the \(a_k\) span the odd sheets. For odd \(N\) one vector is missing. It is the solution with \(k=(N+1)/2\), for which \(\lambda=0\): \(a_0\propto(1,-1,1,\dots)\), with \(W^Ta_0=0\). In this basis (3) splits into

\[
H_k=\begin{pmatrix}h_o&\lambda_kT\\ \lambda_kT^\dagger&h_e\end{pmatrix},\qquad\text{and, for odd }N,\quad H_0=h_o. \tag{7}
\]

The form of \(h_o\), \(h_e\) and \(T\) was not used. For \(N=3\) the factor is \(\sqrt2\); for \(N=4\) the factors are 1.618 and 0.618; for large \(N\) the largest approaches 2.

Alignment is essential. Shifting one outer sheet sideways by anything other than one of its lattice vectors multiplies the Fourier components of its tunnelling by phases that are not all equal. The interfaces then have different operators, and the sum and difference in (2) no longer separate.

### The continuum model and its scaling

Take one valley and spin. Let \(a\) be the lattice constant, \(K=4\pi/3a\), and \(k_\theta=2K\sin(\theta/2)\) the separation of the two sheets' Dirac points. Measuring momentum from each sheet's own Dirac point, \(h=\hbar v\,\boldsymbol\sigma\cdot\mathbf p\). This drops the small rotation of the spinor axes by \(\mp\theta/2\) (the Pauli rotation), which would leave (7) intact. Tunnelling connects odd-sheet momentum \(\mathbf p\) to even-sheet momentum \(\mathbf p+k_\theta\hat{\mathbf q}_j\), with

\[
T_j=w_{AB}(\kappa+m_j),\quad m_j=\boldsymbol\sigma\cdot\hat{\mathbf m}_j,\quad \kappa=w_{AA}/w_{AB}. \tag{8}
\]

Here \(\hat{\mathbf q}_1=(0,-1)\), \(\hat{\mathbf m}_1=(1,0)\), and \(j=2,3\) follow by rotating both vectors through \(120^\circ\) and \(240^\circ\).

Divide \(H_k\) by \(\hbar vk_\theta\) and measure momenta in \(k_\theta\). The remaining parameters are \(\kappa\) and \(\lambda_k\alpha\), with

\[
\alpha=\frac{w_{AB}}{\hbar vk_\theta}. \tag{9}
\]

If a bilayer is magic at \(\alpha_c\), sector \(k\) is magic when \(\lambda_k\alpha=\alpha_c\). At fixed \(v\), \(w_{AA}\) and \(w_{AB}\) this means

\[
\sin\frac{\theta^{(k)}}2=\lambda_k\sin\frac{\theta_2}2,\qquad
\theta_3\simeq\sqrt2\,\theta_2, \tag{10}
\]

where \(\theta_2\) and \(\theta_3\) are the bilayer and trilayer magic angles. Sector energies at the magic condition scale with \(k_\theta\), hence also with \(\lambda_k\).

### What is magic at the magic angle

Here "magic" means that the Dirac velocity vanishes. That one real parameter can achieve this follows from symmetry. Let \(R\) rotate momenta by \(120^\circ\) and spinors by \(e^{-i\pi\sigma_z/3}\); it commutes with \(H\). Let \(\Theta\) take the complex conjugate, reflect \(p_x\to-p_x\), and reverse the sign on even sheets. Conjugation changes \(\boldsymbol\sigma\cdot\mathbf p\) into minus its reflected form. It also exchanges \(T_2\) and \(T_3\), as the reflection requires, and the layer sign reverses tunnelling. Thus

\[
\Theta H\Theta^{-1}=-H. \tag{11}
\]

Moreover \(\Theta R\Theta^{-1}=R^{-1}\). Because \(\Theta\) is antiunitary, it maps each eigenspace of \(R\) to itself, so energies in each eigenspace come in pairs \(\pm E\). Choose a finite momentum set that respects both symmetries, centred on the odd-sheet Dirac point. The \(A\) and \(B\) components at \(\mathbf p=0\) belong to different eigenspaces. All other momenta form triples, whose six states put two in each of the three eigenspaces. The \(A\) and \(B\) eigenspaces therefore have odd dimension, and each contains a zero-energy state.

Suppose these states \(\Psi_A,\Psi_B\) are the sole zero modes in their eigenspaces, and make their \(\mathbf p=0\) components real. Then \(\Theta\) leaves both unchanged. Since \(\Theta\sigma_x\Theta^{-1}=\sigma_x\), the element \(\langle\Psi_A|\sigma_x|\Psi_B\rangle\) is real. Rotation symmetry removes the diagonal elements and fixes that of \(\sigma_y\), so the node has the form \(\hbar v^*\boldsymbol\sigma\cdot\mathbf k\) with real \(v^*\), which can pass through zero.

An estimate keeps \(\mathbf p=0\), with spinor \(\psi_0\), and its three neighbours. Write \(n_j=\boldsymbol\sigma\cdot\hat{\mathbf q}_j\), so \(n_j^2=m_j^2=1\). At zero energy the neighbour equations give

\[
\psi_j=-\alpha\,n_j(\kappa+m_j)\psi_0. \tag{12}
\]

Since \(\hat{\mathbf m}_j\perp\hat{\mathbf q}_j\), \(m_jn_j=-n_jm_j\), and

\[
(\kappa+m_j)n_j(\kappa+m_j)=(\kappa^2-1)n_j. \tag{13}
\]

The sum over \(j\) vanishes because \(\sum_j\hat{\mathbf q}_j=0\), so the central equation is satisfied at zero energy. The norm, relative to \(\psi_0^\dagger\psi_0\), is

\[
1+\alpha^2\sum_j(\kappa+m_j)^2=1+3\alpha^2(1+\kappa^2), \tag{14}
\]

because \(\sum_jm_j=0\). For the velocity, resolve \(\sigma_x=\hat q_{jx}n_j+\hat m_{jx}m_j\). Then \(n_j\sigma_xn_j=\hat q_{jx}n_j-\hat m_{jx}m_j\), and

\[
\begin{aligned}
&\sum_j(\kappa+m_j)n_j\sigma_xn_j(\kappa+m_j)\\
&=\sum_j\left\{(\kappa^2-1)\hat q_{jx}n_j-\hat m_{jx}\left[(\kappa^2+1)m_j+2\kappa\right]\right\}\\
&=\tfrac32\left[(\kappa^2-1)-(\kappa^2+1)\right]\sigma_x=-3\sigma_x .
\end{aligned} \tag{15}
\]

The last line used \(\sum_j\hat q_{jx}n_j=\sum_j\hat m_{jx}m_j=\tfrac32\sigma_x\) and \(\sum_j\hat m_{jx}=0\). Adding the central contribution \(\sigma_x\) and dividing by (14),

\[
\frac{v^*}{v}=\frac{1-3\alpha^2}{1+3\alpha^2(1+\kappa^2)}. \tag{16}
\]

For a sector with factor \(\lambda\), replace \(\alpha\) by \(\lambda\alpha\). In this truncation \(\alpha_c=1/\sqrt3\). More momenta shift the value slightly but leave (10) unchanged. A vanishing velocity does not imply a band of zero width.

### A perpendicular field in the trilayer

Let an internal field \(F\) give electrons on sheets 1, 2, 3 the energies \((\Delta,0,-\Delta)\), where \(\Delta=eFd\) and \(d\) is the sheet spacing. This bias \(U\) is odd under exchange of the outer sheets:

\[
\langle s|U|s\rangle=\langle f|U|f\rangle=0,\qquad
\langle f|U|s\rangle=\tfrac12[\Delta-(-\Delta)]=\Delta. \tag{17}
\]

It therefore leaves each sector unbiased and couples the enhanced bilayer to the free cone. Both have a node at the odd-sheet Dirac point. Let \(Z\) be the weight of the bilayer node on its \(\mathbf p=0\) component, whose amplitude is \(\sqrt Z\). The free-cone node lies wholly at \(\mathbf p=0\), so the coupling is \(\sqrt Z\Delta\), diagonal in the spinor index. To first order in \(\Delta\) and \(k\),

\[
H_{\rm eff}=\begin{pmatrix}\hbar v\,\boldsymbol\sigma\cdot\mathbf k&\sqrt Z\Delta\\ \sqrt Z\Delta&\hbar v^*\boldsymbol\sigma\cdot\mathbf k\end{pmatrix}. \tag{18}
\]

Other states lie at finite energy and enter at second order. The helicity \(s=\pm1\), the eigenvalue of \(\boldsymbol\sigma\cdot\hat{\mathbf k}\), is conserved here. Diagonalizing the remaining \(2\times2\) matrix,

\[
E=\frac{s\hbar k(v+v^*)}2\pm\sqrt{\left[\frac{\hbar k(v-v^*)}2\right]^2+Z\Delta^2}. \tag{19}
\]

At \(k=0\) the four states form two nodes at \(\pm\sqrt Z\Delta\), each an equal mixture of the sectors. For small \(k\) their velocity is the mean \((v+v^*)/2\), or \(v/2\) at the magic angle. The field thus turns a zero-velocity node and a fast cone into two nodes of intermediate velocity.

In the opposite limit, \(\hbar vk\gg\sqrt Z|\Delta|\) with \(v^*=0\), one branch returns to \(s\hbar vk\). The other becomes \(-sZ\Delta^2/(\hbar vk)\), and the mixing fades. Away from the magic angle, the product of the two energies at fixed \(s\) is \(\hbar^2vv^*k^2-Z\Delta^2\). For \(v^*>0\) the levels reach zero at \(k=\sqrt{Z/(vv^*)}\,|\Delta|/\hbar\); for \(v^*<0\) the first-order model has no such crossing.

The even-sheet Dirac point behaves differently. Centre \(R\) and \(\Theta\) there, and combine \(\Theta\) with exchange of sheets 1 and 3. The exchange reverses \(U\), so the combination still reverses the whole Hamiltonian. The central momentum now belongs to sheet 2 alone, and the dimension count again gives one zero state in each of two eigenspaces. With the Pauli rotation dropped, as here, the node stays at zero energy with the field on. At the odd-sheet point both outer sheets contribute a central momentum, the dimensions are even, and the nodes may move.

For larger odd \(N\), layer reflection multiplies \(x^{(k)}\) by \((-1)^{k+1}\), so a uniform field joins sectors of opposite parity. With five sheets it joins the two bilayers, and the second bilayer to the free cone, but not the first bilayer to the cone. For even \(N\), reflection exchanges odd and even sheets, and a bilayer can acquire its own bias. With four sheets the first bilayer has a bias of 0.106 times the energy step between neighbouring sheets, and the odd-sheet mixing element is 0.894 times that step.

### A trilayer near 1.5 degrees

Take \(v=9.0\times10^5\) m/s, \(w_{AA}=80\) meV and \(w_{AB}=110\) meV, rough typical values for graphene. The smaller \(w_{AA}\) stands in for lattice relaxation. Then \(\hbar v=0.5924\) eV nm. The truncated formula puts the bilayer magic angle at 1.08°, and the larger momentum basis gives 1.07°, with \(\alpha_c=0.583\). Minimizing the speed in the full three-sheet Hamiltonian gives 1.515° in this basis, and the value converges to 1.516° as more momenta are added. The ratio of the two values of \(\sin(\theta/2)\) is 1.414214, in agreement with (10). The width of the flat pair of bands, sampled over the moiré zone, rises from 2.45 to 3.47 meV, again by \(\sqrt2\). At fixed angles, a larger momentum set changes both widths by less than one percent and leaves their ratio unchanged. The width is steep in angle, however. At the converged magic angles, less than 0.001° higher, the widths are 2.30 and 3.25 meV, about 6 percent smaller.

At the trilayer angle \(Z=0.207\). The norm (14), with \(\lambda\alpha=0.583\), would give \(Z\simeq1/2.56=0.39\), so the truncation that locates the angle well is poor for this weight. For an internal field of 0.30 MV/cm, or 0.030 V/nm,

\[
\Delta=0.030\times0.335\ \text{eV}=10.05\ \text{meV},\qquad
\sqrt Z\Delta=0.4553\times10.05=4.58\ \text{meV}. \tag{20}
\]

The full trilayer calculation gives 4.57 meV and a free-cone weight of 0.50. The even-sheet node stays at zero within rounding, while its speed rises from zero to \(0.0005v\). The thermal energy at 4 K, 0.34 meV, is well below the node shift. The numerical output lists the remaining values.

The field inside the stack is not the applied one. With the bands half filled, the bias moves about \(2.8\times10^{11}\) electrons per cm² between the outer sheets, and their charge opposes the field by 0.50 MV/cm. The required applied \(D/\varepsilon_0\) is therefore about 0.80 MV/cm in this mean-field estimate. In a gate insulator of relative permittivity 3.5 that is 0.23 MV/cm, well below the roughly several MV/cm at which boron nitride breaks down. The transferred charge still grows slowly with the momentum cutoff, towards about \(3.0\times10^{11}\) per cm², which would raise the applied value to about 0.84 MV/cm. The estimate also treats the space between the sheets as vacuum. Screening by the \(\sigma\) electrons is left out and would raise the applied value further.

Other omissions differ greatly in size. Restoring the Pauli rotation leaves the magic angle unchanged to the digits given and leaves a minimum speed of \(0.0008v\), but it moves the bilayer nodes to about \(+3.3\) meV while the free cone stays at zero. Half this offset, 1.7 meV, is smaller than the coupling in (20), yet in a two-level estimate it changes the equal mixing to roughly one third and two thirds. The curvature of graphene's own bands changes its energy at \(k_\theta\) by up to 1.7 percent. A lateral shift of an outer sheet is more serious: for one stacking and one momentum tried at 1.4°, levels moved by up to 55 to 57 meV, depending on the momentum set, and the four in the middle of the spectrum by up to 28 meV. Direct hopping between the outer sheets, given an assumed rough size of 10 meV, would put the free cone at \(-10.0\) meV and the bilayer node at \(+4.7\) meV. Half their separation, 7.4 meV, then exceeds the coupling in (20). A two-level estimate with the same \(Z\) leaves each node only about 8 percent of the other sector. Equal mixing thus requires \(\sqrt Z|\Delta|\) to be large compared with half of any such offset.

Strongly correlated behaviour has been seen in real alternating-twist trilayers at angles of roughly 1.5° to 1.6°, close to the model value. That closeness depends on the parameters, since the magic angle varies nearly as \(w_{AB}/v\) at fixed \(\kappa\): raising \(v\) to \(10^6\) m/s would lower it to about 1.36°. The model also treats the electrons as independent, which is a poor assumption for a partly filled flat band. The Coulomb energy at the 9.3 nm moiré period, with an assumed relative permittivity of 6, is 26 meV, over seven times the flat-band width. The layer decomposition identifies the single-particle sectors and their coupling; it does not determine the correlated state of a partly filled flat band.

## Calculated quantities

```
lattice constant 0.246 nm, spacing 0.335 nm
Dirac velocity 9.00e+05 m/s; hbar v 0.5924 eV nm
w_AA 80 meV, w_AB 110 meV
kappa 0.7273; K 17.028 1/nm
largest error of layer map, N=3,4,5: 4.3e-15 eV
N=2: factors 1.0000 ; largest magic angle 1.072 deg
N=3: factors 1.4142 ; largest magic angle 1.515 deg
N=4: factors 1.6180 0.6180 ; largest magic angle 1.734 deg
N=5: factors 1.7321 1.0000 ; largest magic angle 1.856 deg
N=6: factors 1.8019 1.2470 0.4450 ; largest magic angle 1.931 deg
bilayer alpha at magic angle 0.5831
bilayer magic angle, truncated formula 1.082 deg
bilayer magic angle, larger basis 1.0715 deg
same, still larger basis 1.0721 deg
trilayer magic angle, full trilayer 1.5154 deg
ratio of sin(theta/2) 1.414214; sqrt(2) 1.414214
trilayer k_theta 0.4503 1/nm
trilayer hbar v k_theta 266.8 meV
trilayer moire period 9.30 nm
flat-pair width: bilayer 2.45 meV
flat-pair width: trilayer 3.47 meV
internal field 0.30 MV/cm; delta 10.05 meV
node weight Z 0.2073; sqrt(Z) 0.4553
odd-K node shift, formula 4.576 meV
odd-K node shift, full 4.573 meV
free-cone weight of shifted node 0.4997
even-K node energy with field 4.2e-13 meV
even-K speed/v: no field 0.00000, field 0.00048
N=4 bias of first bilayer / layer step 0.1056
N=4 odd-sheet sector mixing / layer step 0.8944
N=5 mixing / layer step: bilayers, odd sheets 1.1547
N=5 mixing / layer step: second-free 1.6330
Neglected effects:
Pauli rotation: bilayer angle 1.0715 deg
Pauli rotation: trilayer angle 1.5154 deg
Pauli rotation: least trilayer speed/v 0.00078
curved graphene dispersion at k_theta 1.65 percent
assumed outer-sheet hopping 10.0 meV (rough)
it moves cone to -10.00 meV
it moves flat-sector node to 4.73 meV
lateral shift, 1.4 deg: level change 56.7 meV
Coulomb energy, eps_r=6: 25.8 meV
thermal energy at 4 K 0.345 meV
charge moved between outer sheets 2.79e+11 1/cm2
same on coarser grid 2.78e+11 1/cm2
applied D/epsilon_0 with screening 0.80 MV/cm
gate field, eps_r=3.5: 0.23 MV/cm
```
